Löwdin's quartet annihilator removes the quartet and amplifies the sextet

**1. Five spins in five orbitals**

Take five orthonormal orbitals, each holding one electron, three with spin up and two with spin down. With the orbitals kept in a fixed order, the determinant is

Ψ = |uuudd⟩.

Spin is measured in units of ħ, so S² has eigenvalues s(s+1): 3/4 for a doublet, 15/4 for a quartet and 35/4 for a sextet. The spin projection is M = 1/2. The state is meant as a doublet but is not an eigenstate of S². To see this, use

S² = S₋S₊ + M(M+1) = S₋S₊ + 3/4.

S₊ turns either down spin up:

S₊Ψ = |uuuud⟩ + |uuudu⟩.

S₋ then turns one of the four up spins down in each term. Each term returns Ψ once and gives three determinants in which an up spin and a down spin have changed places. Let Σ be the sum of these six different determinants. Then

S²Ψ = (2 + 3/4)Ψ + Σ = (11/4)Ψ + Σ.

Löwdin's quartet annihilator, scaled to leave a doublet unchanged, is

A = (S² − 15/4)/(3/4 − 15/4) = −(S² − 15/4)/3.

Its action on Ψ is

AΨ = −(1/3)[(11/4 − 15/4)Ψ + Σ] = (1/3)(Ψ − Σ).

The sextet state X with M = 1/2 follows from |uuuuu⟩ by lowering twice. Since S₋ treats all spins alike, X is the uniform sum of the ten arrangements of three up and two down spins, divided by √10. Therefore

⟨X|Ψ⟩ = 1/√10,
⟨X|AΨ⟩ = (1/3)(1 − 6)/√10 = −(5/3)/√10.

The sextet amplitude has been multiplied by −5/3. The doublet amplitude is unchanged, because A equals 1 on every doublet. The sextet-to-doublet amplitude ratio thus grows by five thirds in magnitude and changes sign.

The weights follow as well. The sextet weight is w6 = 1/10. The quartet and sextet eigenvalues exceed 3/4 by 3 and 8, so

11/4 = 3/4 + 3w4 + 8w6, hence w4 = (2 − 8/10)/3 = 2/5,

and w2 = 1 − 2/5 − 1/10 = 1/2. After annihilation the squared norm is (1 + 6)/9 = 7/9. It consists of the doublet part 1/2 and the sextet part (25/9)(1/10) = 5/18. The normalized sextet weight is (5/18)/(7/9) = 5/14, and

⟨S²⟩ after = 3/4 + 8(5/14) = 3.607.

Before annihilation it was 2.75. Here A raises ⟨S²⟩. The amplified sextet is responsible: removing the quartet alone, with the sextet amplitude unchanged, would have lowered ⟨S²⟩ to 3/4 + 8(1/10)/(6/10) = 2.083.

**2. Any state with M = 1/2**

Write a normalized state without octet or higher parts as

Ψ = c2 D + c4 Q + c6 X,

where D, Q and X are normalized doublet, quartet and sextet states. To treat all spins together, set s = 1/2 + k, with k = 0, 1, 2, 3 for doublet, quartet, sextet and octet. Then

s(s+1) = (k + 1/2)(k + 3/2) = k(k+2) + 3/4.

The annihilator multiplies the part of spin k by

f_k = −[k(k+2) + 3/4 − 15/4]/3 = 1 − k(k+2)/3.

The first four values are 1, 0, −5/3 and −4. Hence

AΨ = c2 D − (5/3)c6 X,

and, for c2 ≠ 0,

(c6/c2) after = −(5/3)(c6/c2) before.

The ratio of weights grows by (5/3)² = 25/9. The sign has meaning because the same state X is used before and after. It could be hidden by redefining X in the new state, but then the two states would be described with different phases.

As a limit, take three electrons. Their largest spin is 3/2, so a sextet cannot occur and AΨ = c2 D is a pure doublet. The sextet needs at least five electrons. Once it is present, A is no longer a projector: a projector applied twice acts as it does once, whereas A²X = (25/9)X.

**3. When annihilation raises ⟨S²⟩**

Let w2, w4 and w6 be the weights before annihilation. The squared norm of AΨ is w2 + (25/9)w6, so the new sextet weight is

w6' = (25/9)w6/[w2 + (25/9)w6] = 25w6/(9w2 + 25w6).

Since w2 ≤ 1 − w6, the denominator of the first form is at most 1 + (16/9)w6. For w6 < 1 this is smaller than 25/9, so w6' > w6 whenever 0 < w6 < 1. The factor 25/9 drives this growth. Renormalization adds to it when the squared norm of AΨ is below 1, that is when w4 > (16/9)w6, and reduces it when w4 is smaller than that.

The mean spin changes from

⟨S²⟩ before = 3/4 + 3w4 + 8w6

to

⟨S²⟩ after = 3/4 + 8w6'.

Annihilation raises ⟨S²⟩ when 8(w6' − w6) > 3w4. Whether this happens depends on the state, so the weights of a typical mean-field determinant are needed.

**4. Two stretched bonds and one unpaired electron**

Take an unrestricted determinant with three up and two down electrons. Rotating the occupied up orbitals among themselves, and likewise the down orbitals, changes the determinant by a phase at most. The rotations can be chosen so that

⟨a_i|b_j⟩ = t_i δ_ij, with 0 ≤ t_i ≤ 1.

These are the corresponding orbitals. The third up orbital u is orthogonal to both down orbitals. For one pair write

b = t a + √(1 − t²) a',

with a' normalized and orthogonal to a. The pair then consists of a closed-shell singlet with amplitude t and the determinant |a up, a' down⟩ with amplitude √(1 − t²). The latter is half singlet and half triplet with M = 0. The triplet weight of the pair is therefore

p = (1 − t²)/2.

The orbitals of pair 1, those of pair 2 and u span mutually orthogonal spaces. The total spin is the sum of the spins of these three groups, and the squared spin of each group commutes with S². Parts with different group spins remain orthogonal after projection onto a total spin, so their weights add without interference. There are three cases.

Both pairs singlet, weight (1 − p1)(1 − p2): the state is a doublet.

One pair triplet, total weight p1 + p2 − 2p1p2: a triplet with M = 0 is joined to an up electron. The mean spin vector of the triplet is zero, so the cross term in S² averages to zero and ⟨S²⟩ = 2 + 3/4. If x is the quartet fraction, 3x = 2 and x = 2/3. The doublet fraction is 1/3.

Both pairs triplet, weight p1p2: each triplet is (ud + du)/√2, so their product with u contains four arrangements, each with amplitude 1/2. Its overlap with the uniform sextet is 4(1/2)/√10, which gives a sextet fraction of 2/5. The cross terms again average to zero, so ⟨S²⟩ = 2 + 2 + 3/4. Then 3x + 8(2/5) = 4 gives a quartet fraction x = 4/15 and leaves 1/3 for the doublet.

Adding the three cases gives

w6 = (2/5)p1p2,

w4 = (2/3)(p1 + p2 − 2p1p2) + (4/15)p1p2
 = (2/3)(p1 + p2) − (16/15)p1p2,

w2 = (1 − p1)(1 − p2) + (1/3)(p1 + p2 − 2p1p2) + (1/3)p1p2
 = 1 − (2/3)(p1 + p2) + (2/3)p1p2.

For t1 = t2 = 0 both p are 1/2, and the weights return to 1/2, 2/5 and 1/10. In the opposite limit of small p, the quartet is of first order and the sextet of second order. The annihilator then removes the leading contamination, and the amplified remainder is small.

The two regimes meet at a definite overlap. For p1 = p2 = p the excess of ⟨S²⟩ over 3/4 is at first

3w4 + 8w6 = 4p − (16/5)p² + (16/5)p² = 4p.

After annihilation it is

8(25/9)(2/5)p²/[1 − (4/3)p + (2/3)p² + (10/9)p²]
 = (80/9)p²/[1 − (4/3)p + (16/9)p²].

Equate the two, divide by 4p and multiply by 9 times the denominator:

20p = 9 − 12p + 16p²,
16p² − 32p + 9 = 0.

The root in the allowed range 0 < p ≤ 1/2 is p = 1 − √7/4. Since t² = 1 − 2p,

t² = √7/2 − 1 = 0.323, or t = 0.568.

For smaller overlaps the quadratic is negative and annihilation raises ⟨S²⟩. A root search on explicitly expanded five-electron determinants gave the same crossover, t = 0.56822.

**5. Ionized water with both bonds stretched**

Water that has lost one electron has two O–H bonds and one unpaired electron. Stretch both bonds equally at a fixed angle of 105 degrees and describe the molecule by unrestricted Hartree–Fock (UHF) in the cc-pVDZ basis. There are five up and four down electrons, so two further pairs, nearly closed, accompany the two stretched bonds. The determinant was expanded in the nine orbitals that its occupied orbitals span, which keeps all of its spin parts.

Values of ⟨S²⟩ at bond length R:

R (Å)   before   after
1.00    0.757    0.750
1.50    1.183    0.871
1.80    1.979    1.861
2.10    2.357    2.674
2.50    2.600    3.265
4.00    2.753    3.642

Annihilation lowers ⟨S²⟩ up to 1.80 Å and raises it from 2.10 Å on; the crossover lies between these two points. This is a statement about ⟨S²⟩, not about the doublet weight. In the two-pair formula the squared norm of AΨ is 1 − (2/3)(p1 + p2) + (16/9)p1p2. Since p1p2 ≤ (p1 + p2)/4, it is below 1 whenever there is contamination, so with two broken pairs the normalized doublet weight always rises. This does not extend to more pairs: for |uuuuddd⟩ the weights are 14/35, 14/35, 6/35 and 1/35, the squared norm of AΨ is [14 + (25/9)6 + 16]/35 = 4/3, and the doublet weight falls from 0.4 to 0.3. In the ion at 2.10 Å the doublet weight goes from 0.572 to 0.761, while the remaining contamination moves to higher spin. At 4.00 Å the weights are 0.500, 0.400 and 0.100, the values of the five-spin case.

At R = 2.10 Å the two smallest overlaps are 0.3837 and 0.4996, both below 0.568. They give

p1 = (1 − 0.3837²)/2 = 0.426,
p2 = (1 − 0.4996²)/2 = 0.375,
w6 ≈ (2/5)(0.426)(0.375) = 0.064.

The full expansion also gives 0.064, with w2 = 0.572 and w4 = 0.364. The amplitude ratio |c6/c2| rises from 0.3354 to (5/3)(0.3354) = 0.559, and the normalized sextet weight rises from 0.064 to 0.238.

The nearly closed pairs are not quite negligible. They admit an octet of weight 7.1 × 10⁻⁵, which A amplifies by 16 before renormalization. The squared norm is

0.5718 + (25/9)(0.0643) + 16(7.1 × 10⁻⁵) = 0.7515,

so the octet weight becomes 0.0015. An octet exceeds the doublet value of S² by 15, so this adds 0.023 to ⟨S²⟩.

**6. What happens to the energy**

A Hamiltonian without spin-dependent terms does not connect different total spins. The energy of the normalized state AΨ is therefore an average over the spin parts,

E after = Σ f_k² w_k E_k / Σ f_k² w_k,

where w_k is the weight of spin k in Ψ and E_k is the energy of that part. At 2.10 Å the quartet part lies 0.87 eV above the doublet part and the sextet part 2.51 eV above it. Annihilation removes the lower of these two contaminants and enlarges the higher one. The energy rises by 0.19 eV relative to UHF, whereas the pure doublet lies 0.48 eV below UHF.

Relative to the pure doublet, the annihilated state is thus 0.673 eV too high. The sextet accounts for 0.2377 × 2.507 = 0.596 eV. The remaining 0.077 eV must come from the octet and higher parts. If it is assigned to the octet alone, that part lies about 0.077/0.0015 ≈ 50 eV above the doublet, which is why so small a weight is visible in the energy.

The sign of −5/3 matters in another expression, the mixed energy ⟨Ψ|HA|Ψ⟩/⟨Ψ|A|Ψ⟩. It contains f_k where the average above contains f_k²:

E mixed = Σ f_k w_k E_k / Σ f_k w_k.

For a true projector every f_k is 0 or 1 and the two expressions agree. Here the sextet and octet enter with negative weights. The denominator is 0.5718 − 0.1072 − 0.0003 = 0.4643. Relative to the pure doublet, the sextet contributes −0.1072 × 2.507/0.4643 = −0.58 eV, and the octet, with the energy estimated above, about −0.03 eV. The mixed energy is thus about 0.6 eV below the pure doublet. Since it is not the expectation value of H in a normalized state, it is not protected by the variational principle, and the lowering is no sign of a better wave function.

**7. Removing the sextet too**

The sextet annihilator with the same scaling is

B = (S² − 35/4)/(3/4 − 35/4) = −(S² − 35/4)/8.

It leaves the doublet unchanged and gives zero on the sextet, so BAΨ = c2 D for five electrons. If an octet is present, B multiplies it by −(63/4 − 35/4)/8 = −7/8. The product BA multiplies it by (−4)(−7/8) = 7/2, so the same difficulty returns one spin higher. A pure doublet is obtained by including one annihilator for every higher spin present in the state.

**8. The example beside the real molecule**

Near equilibrium the bonds of water are roughly 1 Å long. A bond length of 2.10 Å (0.210 nm) is about twice that and describes a molecule coming apart. In UHF the stretched ion separates into O⁺, with three parallel spins, and two H atoms; this is the five-spin case. UHF places the ionization energy of O near 12.0 eV, whereas the measured values for O and H are both about 13.6 eV. In the real ion the channel O + H + H⁺, with only three open shells, therefore competes, and the limit at 4.00 Å belongs to the UHF description. The equal stretch is also an assumption. If one bond stays closed while the other opens, one p stays small, and in the two-pair formula the sextet weight is small with it. The quartet annihilator then brings ⟨S²⟩ close to 3/4 even though the other bond is broken: with bonds of 1.0 and 4.0 Å it falls from 1.76 to 0.79. The energy need not improve. In that geometry it rises by 0.07 eV relative to UHF, while the pure doublet lies 0.1 eV below UHF.

The energies above test spin purity and do not predict measured values. A configuration-interaction doublet in the same nine orbitals lies 0.63 eV below the pure doublet taken from the determinant, so at least that much correlation energy is missing. This exceeds the 0.48 eV gained by full spin projection. Correlation outside the nine orbitals, spin–orbit coupling and nuclear motion are also left out. The spin weights depend little on the basis: at 2.10 Å the sextet weight after annihilation is 0.237 in 6-31G and 0.241 in cc-pVTZ, against 0.238 in cc-pVDZ. The last digits quoted above are not converged. In cc-pVTZ and aug-cc-pVDZ, ⟨S²⟩ after annihilation moves by up to 0.03, the quartet and sextet energies by up to 0.06 eV, the shifts relative to UHF by up to 0.02 eV, and the octet energy falls to about 44 eV. The configuration-interaction lowering of 0.63 eV grows by about 0.1 eV in cc-pVTZ. The remaining figures are in the numerical output.

Calculated quantities

```
sextet/doublet amplitude ratio factor: -1.666667
sextet/doublet weight ratio factor: 2.777778
octet amplitude factor: -4.000000
equal pairs, crossover overlap t: 0.56822, t^2: 0.32288
t = 0 weights before (doublet, quartet, sextet): [0.5 0.4 0.1]
t = 0 weights after  (doublet, quartet, sextet): [0.64286 0.      0.35714]
t = 0 <S^2> before, after (hbar^2): 2.7500, 3.6071
ionized H2O, UHF/cc-pvdz, H-O-H angle (degrees): 105.0
R(angstrom) <S2>before <S2>after  w2      w4      w6      w6after
  1.00        0.7570    0.7500  0.99769 0.00231 0.00000 0.00000
  1.50        1.1831    0.8705  0.86350 0.13177 0.00472 0.01496
  1.80        1.9789    1.8608  0.65299 0.30948 0.03750 0.13747
  2.10        2.3571    2.6741  0.57175 0.36388 0.06430 0.23766
  2.50        2.6003    3.2648  0.52609 0.38834 0.08547 0.31028
  4.00        2.7532    3.6424  0.49976 0.39992 0.10019 0.35678
annihilation starts to raise <S^2> between R = 1.80 and 2.10 angstrom
example distance R (angstrom): 2.10
corresponding-orbital overlaps t: [0.38365 0.49963 0.99804 1.     ]
sextet weight, two-pair formula and full: 0.06399, 0.06430
sextet/doublet amplitude ratio size before: 0.33535
sextet/doublet amplitude ratio size after: 0.55891
octet weight before, after: 7.148e-05, 1.522e-03
UHF energy (hartree): -75.383133
annihilated state minus UHF (eV): 0.1901
pure doublet minus UHF (eV): -0.4829
quartet part minus doublet part (eV): 0.8741
sextet part minus doublet part (eV): 2.5069
neglected: nine-orbital doublet CI minus pure doublet (eV): -0.6299
<S^2> of that CI state (hbar^2): 0.75000
basis change to 6-31g: sextet weight before, after: 0.06412, 0.23697
basis change to 6-31g: <S^2> before, after (hbar^2): 2.3550, 2.6715
```
